When Semi-Implicit Fourier Steps Raise the Free Energy of Ferroelectric Domains

**Result**

Let p and q be the polarization before and after one semi-implicit Fourier step of length τ, with kinetic coefficient L and stabilizer S. The free energy cannot rise in that step if, at every grid point,

κ ≥ R, where κ = 1/(Lτ) + S and R = b(q² + 2pq + 3p²)/4 − a/2.

Here a and b are the quadratic and quartic Landau coefficients. The condition is sufficient, not necessary. Close to a stable equilibrium P* there is a sharp limit: all small disturbances lose energy or leave it unchanged, to second order, when

κ ≥ ½ λmax[f''(P*) − A],

and some disturbance gains energy when κ is smaller. A is the operator treated implicitly, f the local energy density and λmax the largest eigenvalue. For a single domain without field and with S = 0 this gives τ ≤ 2τ_r, where τ_r = 1/(2aL) is the relaxation time in the well. Since τ and S enter the step through κ alone, a stabilized long step is the same map as an unstabilized shorter one with a different clock.

**Model and implicit operator**

The polarization P(x,z) points along z, the cell is periodic, and the mean field E along z is prescribed. The free energy per unit length out of the plane is

F = ∫ [f(P) + (g/2)|∇P|² − EP] dx dz + F_dep, f(P) = −aP²/2 + bP⁴/4,

with a, b, g > 0. The wells at E = 0 are ±Ps, Ps² = a/b. The overdamped evolution is

∂P/∂t = −Lμ, μ = δF/δP.

The depolarization energy F_dep follows from Gauss's law without free charge. Let εx be the transverse permittivity and εz the background permittivity, which excludes the response of P itself. With local field −∇φ, the mode k obeys

ε0(εx kx² + εz kz²) φ_k + i kz P_k = 0,

φ_k = −i kz P_k / [ε0(εx kx² + εz kz²)].

The field energy of the mode is ½ε0(εx kx² + εz kz²)|φ_k|². Inserting φ_k leaves ½|P_k|² times

A_dep(k) = kz² / [ε0(εx kx² + εz kz²)].

At k = 0 this term is zero, because the mean field is prescribed and already appears in −EP. Adding the gradient energy gives

A(k) = gk² + A_dep(k) ≥ 0.

A finite-difference solution of the Poisson equation for a smooth test pattern gave a field energy within 0.4 % of this kernel on a 48 × 48 grid. The difference was 1.5 % on 24 × 24, a fall by a factor of four, as a second-order method should show.

**The step**

The gradient and depolarization forces are taken at the new time, the Landau force at the old time:

(q − p)/τ = −L[Aq + f'(p) − E + S(q − p)].

Write δ = q − p, so that Aq = Ap + Aδ. Dividing by L and collecting the terms in δ gives

(κ + A)δ = −μ(p), μ(p) = Ap + f'(p) − E.

In Fourier space this is one division per mode. We require κ > 0, so that κ + A is positive.

If the negative linear term −aP of f' is also taken at the new time, then −aq = −ap − aδ. This is the same scheme with S = −a. It lowers κ and so tightens every limit below.

**Exact energy balance**

Define the discrete energy by summing f − EP over the grid points and applying A by discrete Fourier transform. Let ⟨u,v⟩ be the grid sum of uv times the cell area. A is real and even in k, hence symmetric in this product.

First expand the Landau energy. The quadratic part gives

−(a/2)(q² − p²) + ap(q − p) = −(a/2)(q − p)².

For the quartic part, take out one factor q − p, then a second:

q⁴ − p⁴ − 4p³(q − p) = (q − p)(q³ + q²p + qp² − 3p³) = (q − p)²(q² + 2pq + 3p²).

Together,

f(q) − f(p) = f'(p)δ + Rδ²,

with the R stated at the start. The quadratic form of A changes by ⟨δ,Ap⟩ + ½⟨δ,Aδ⟩. The field contributes −Eδ, which is already contained in μ. Hence

ΔF = ⟨δ,μ(p)⟩ + ⟨δ,Rδ⟩ + ½⟨δ,Aδ⟩.

Now insert μ(p) = −(κ + A)δ:

ΔF = −⟨δ,(κ − R)δ⟩ − ½⟨δ,Aδ⟩.

This is an identity for the discrete energy, so aliasing adds no error to it; whether the grid resolves a wall is a separate question. If κ ≥ R everywhere, both terms are non-positive. If κ < R at some points, the energy may still fall, because other points and the A term can compensate.

When |p| and |q| are both at most Pm, then R ≤ (3bPm² − a)/2, and κ equal to this bound is enough. The bound needs Pm, which the scheme does not supply in advance. Computing R after the trial step avoids the need.

**Sharp limit near equilibrium**

Let p = P* + x with x small. Then μ(p) = Hx to first order, with H = A + f''(P*) ≥ 0 at a stable equilibrium. The step becomes

x_new = x − (κ + A)⁻¹Hx.

Because κ + A is positive and H symmetric, there is a complete set of modes with Hx = θ(κ + A)x and θ ≥ 0. One step multiplies a mode by 1 − θ. Its energy ½⟨x,Hx⟩ changes by

ΔF = ½θ[(1 − θ)² − 1]⟨x,(κ + A)x⟩ = ½θ²(θ − 2)⟨x,(κ + A)x⟩.

The energy rises if θ > 2, when the disturbance flips sign and grows. Such a mode exists if and only if H − 2(κ + A) = f''(P*) − A − 2κ has a positive eigenvalue. That is the stated limit. A wall translation has θ = 0 and costs nothing. At equality the second-order change vanishes for the critical mode, and higher orders decide.

For one domain at E = 0, f''(Ps) = 3bPs² − a = 2a, and the most dangerous mode is k = 0, where A = 0. So κ ≥ a. Since

κ/a = 2τ_r/τ + S/a,

S = 0 gives τ ≤ 2τ_r, and S = −a gives τ ≤ τ_r.

A field along P moves the equilibrium outward and stiffens it. At E/(aPs) = 0.1288 the equilibrium is 1.0591Ps, so f''/a = 3(1.0591)² − 1 = 2.365 and the limit drops to τ/τ_r = 4/2.365 = 1.69.

Walls act the other way in the case computed. In a wall f'' falls below 2a, reaching −a at P = 0, and a mode that avoids the walls pays gradient energy. For periodic stripes 4.8 nm wide, with the parameters given below, the eigenvalue gives τ/τ_r = 2.19. Such stripes need not be strictly stable, since neighbouring walls attract weakly. The limit still holds, because the formula for ΔF is negative for θ < 0 as well.

These three limits were tested with disturbances of order 10⁻⁴Ps followed for 800 steps. With κ 1 % above the limit no rise was found beyond rounding; with κ 1 % below it the energy rose.

**Finite amplitude**

Uniform states show what linearization misses. Measure P in Ps, set E = 0 and c = a/κ. Since A = 0, the step is

q = p[1 + c(1 − p²)].

The energy density is aPs²[(p² − 1)² − 1]/4, so it rises when |q² − 1| > |p² − 1|. With y = p² − 1,

q² − 1 = (1 + y)(1 − cy)² − 1 = yG, G = 1 − 2c − (2c − c²)y + c²y².

There are two ways to have |G| > 1 with y ≠ 0.

The case G > 1 means cy² − (2 − c)y − 2 = (cy − 2)(y + 1) > 0. As y ≥ −1, this requires y > 2/c, or

p² > 1 + 2κ/a.

Thus every finite κ fails at large enough amplitude, and for this scheme a guarantee of energy decrease at fixed κ needs a bound on the amplitude.

The case G < −1 means c²y² − (2c − c²)y + 2 − 2c < 0. Its roots are

y± = [(2 − c) ± √(c² + 4c − 4)]/(2c).

They are real and distinct for c > 2(√2 − 1) = 0.828. Between this value and c = 1 both are positive: overshot states in a band above Ps gain energy, although infinitesimal disturbances still decay. For c > 1 the band includes y = 0, in agreement with the linear limit.

Can a state that starts inside the wells reach the band? For 0 ≤ p ≤ 1 and c ≥ ½, q is largest where 1 + c − 3cp² = 0, which gives

q_max² = 4(1 + c)³/(27c).

Equating q_max² − 1 to y₋ gives c = 0.936. Below this value later steps are safe too: a state between 1 and q_max moves inward, and one inside the well cannot exceed q_max.

With S = 0, c = τ/(2τ_r), so the uniform limits are 1.66τ_r for having no overshoot band and 1.87τ_r for starts inside the wells. At the first, the large-amplitude limit is still 1.85Ps. These numbers concern uniform states at zero field; for patterns the test on R is the one that is proved.

**Pseudocode**

    precompute A(k); choose S, τmax
    Phat = FFT(P); t = 0
    while t < T:
        muhat = FFT(f'(P) − E) + A*Phat
        τ = min(τmax, T − t)
        repeat:
            κ = 1/(L*τ) + S
            dhat = −muhat/(κ + A)
            Q = P + real(IFFT(dhat))
            if max R(P,Q) ≤ κ: leave repeat
            τ = τ/2
        P = Q; Phat = Phat + dhat; t = t + τ

The inner loop ends on a fixed grid: as τ → 0, κ grows without bound, Q → P, and R tends to the finite value f''(P)/2. Start with S ≥ 0 to keep κ positive. If E varies in time, hold it fixed during the step and compare energies at that same E; the work done when E changes is a separate contribution.

For N grid points each step costs one forward transform, plus one inverse transform per trial, so O(N log N). The test on R is O(N). It also avoids subtracting two nearly equal total energies, which loses digits near equilibrium.

**What stabilization does to time**

Two pairs (τ,S) with the same κ produce the same q from the same p at fixed E. A step with stabilizer S therefore equals an unstabilized step of length

τ_eff = τ/(1 + LτS).

For S > 0, τ_eff stays below 1/(LS) however large τ is. The state advances by the shorter step while the clock records the longer one. Under a time-dependent field this matters directly: the polarization lags more than it should, because its own clock is slow.

The implicit gradient slows a wall further. Take a flat wall parallel to z, up domain on the left, moving right at speed v. For displacement per step much smaller than the wall width, δ ≈ −vτP'. With A = −g∂²/∂x², the step gives

vτ(κP' − gP''') = μ.

Multiply by P' and integrate across the wall. Integration by parts turns −∫P'P''' into ∫P''². On the right, μP' is the derivative of f − EP − gP'²/2, whose change from the up to the down side is 2EPs at leading order in E. Therefore

v = 2EPs / [τ(κI₁ + gI₂)], I₁ = ∫P'² dx, I₂ = ∫P''² dx.

At leading order the profile is P = −Ps tanh(x/w). Inserting it in gP'' = −aP + bP³ gives w² = 2g/a. The integrals are I₁ = 4Ps²/(3w) and I₂ = 16Ps²/(15w³), so gI₂/I₁ = 4g/(5w²) = 2a/5. Using τκ = 1/L + τS,

v = v₀/[1 + Lτ(S + 2a/5)], v₀ = 3LEw/(2Ps).

At E/(aPs) = 0.02 and τ = 1.6τ_r, S = 0, we have Lτa = 0.8 and a predicted ratio 1/1.32 = 0.758; the run gave 0.758 of the continuous-time speed. For τ = 10τ_r and S = 1.2a the ratio is 1/(1 + 5 × 1.6) = 0.111, again as found. A falling energy says nothing about this ninefold error in speed.

The continuous-time reference can be had without small E. Let P₁ < P₂ < P₃ be the roots of bP³ − aP − E = 0, and try P' = m(P − P₁)(P − P₃) in

−vP' = L[gP'' − b(P − P₁)(P − P₂)(P − P₃)].

Since P'' = m(2P − P₁ − P₃)P', dividing by (P − P₁)(P − P₃) leaves

−vm = L[gm²(2P − P₁ − P₃) − b(P − P₂)].

The terms in P require m = √(b/(2g)), and the rest gives

v = L√(gb/2)(P₁ + P₃ − 2P₂).

**Worked example**

The inputs are rough values in the regime of lithium tantalate: Ps = 55 µC/cm², susceptibility χ = 40 along z, εx = 45, εz = 5 and w = 0.6 nm. The curvature 2a at the well is 1/(ε0χ), so a = 1.41 × 10⁹ V m/C. The clock τ_r = 1 ps is chosen. The square cell has 96 × 96 points spaced by 0.3 nm, a side of 28.8 nm.

A smooth random state of zero mean and rms 0.1Ps evolves for a nominal 60 ps at E = 0. Every run starts from the same state. The reference, with τ = 0.1τ_r and S = 0, shows no energy rise in 600 steps. It is itself 0.002Ps (rms) from the continuous-time solution, so the time-step errors are about 0.002Ps larger than the differences listed for the runs up to 1.875τ_r; their order is unchanged. For S = 0 the other runs give:

- τ = 0.5τ_r: no rise in 120 steps; rms difference from the reference 0.009Ps.
- τ = 1.5τ_r: no rise in 40 steps; difference 0.027Ps.
- τ = 1.875τ_r: no rise in 32 steps; difference 0.033Ps.
- τ = 2.4τ_r: 9 rises in 25 steps; difference 0.194Ps.
- τ = 3τ_r: 8 rises in 20 steps; difference 0.237Ps.

The largest rise at 3τ_r is 0.036aPs² in mean energy density, or 14 % of the well depth aPs²/4. The run at 1.875τ_r lies marginally above the uniform-start limit and shows no rise; that limit does not govern this nonuniform pattern.

With τ = 6τ_r and S = a, κ/a = 2/6 + 1 = 1.333, the same as for 1.5τ_r without stabilizer. Ten steps show no rise, but the difference from the reference is 0.110Ps. The state agrees with the 1.5τ_r run at 15 ps, not 60 ps. With τ = 1.2τ_r and S = −a, κ/a = 0.667 and 20 of 50 steps raise the energy.

The guarded algorithm with S = 0 and τmax = 3τ_r accepts 37 steps and rejects 33 trials. It has no rise and differs from the reference by 0.050Ps. Here it costs more trials than the fixed step of 1.5τ_r and is less accurate; what it buys is the guarantee without prior knowledge of the amplitude.

The reference ends with four wall crossings per line along x and none along z: two up and two down stripes parallel to the polar axis. Halving the grid spacing leaves this pattern unchanged. The number of stripes depends on the random start (four other starts gave two or four crossings along x), while the absence of crossings along z was found in all of them. Without depolarization, at τ = 0.5τ_r, the counts are 1.85 and 2.33. The kernel explains the difference, since A_dep vanishes for kz = 0 and penalizes variation along z.

A field of 1 MV/cm is then applied for 100 ps with τ = 0.25τ_r. The up fraction goes from 0.646 to 1.000, and the mean polarization ends at 1.0591 × 55 = 58.3 µC/cm². The exact flat-wall speed is 59 m/s, or 0.059 nm/ps. The down stripes have a total width of 0.354 × 28.8 = 10.2 nm. Even a single stripe of that width, closing from both sides, would vanish within roughly 10.2/0.118 = 86 ps, consistent with complete switching.

Repeating the field stage with τ = 1.818τ_r gives 21 rises in 55 steps. With the same start and step but zero field there are none. This step lies between the single-domain limits 1.69τ_r with field and 2τ_r without.

**Real crystals and limits of the model**

The model's uniform coercive field is 3.0 MV/cm, far above the roughly 0.2 MV/cm of bulk congruent lithium tantalate, where switching proceeds by nucleation and wall motion. The applied 1 MV/cm is correspondingly high for a bulk crystal. The wall speed is not a prediction for the material: it scales as 1/τ_r. With a soft mode near 6 THz, ωτ_r = 38, so the chosen clock would imply a damping rate 38 times ω, whereas the real lattice mode is underdamped. The limits on τ/τ_r belong to the overdamped model and do not depend on that choice.

Other omissions can be sized with rough inputs. Thermal fluctuations at 300 K are 0.15Ps in an isolated cube whose side is the wall half-width w = 0.6 nm (the "wall-width cube" of the output). Gradient and depolarization coupling to the surroundings, left out of this estimate, reduces them. Once noise is added, an energy rise is no longer evidence of a bad step. Full switching without heat loss warms the material by 37 K, which lowers a by about 6 % if a varies as Tc − T with Tc = 890 K, and lengthens the absolute step limit at fixed L by a similar fraction. A strain of 0.5 % stores about 3 % of the well depth. The full wall width 2w is 2.4 lattice spacings, so lattice pinning, absent here, may matter.

The random starting state has a potential swing of 5.8 V, above a gap of 4.6 eV, and a local depolarizing field of up to 17 MV/cm. These values belong to this random draw; three other draws with the same statistics gave 4.3 to 6.2 V and 13 to 15 MV/cm, so the swing is comparable to the gap rather than always above it. After the first reference step, of 0.1τ_r, these have fallen to 3.7 V and 12 MV/cm, the peaks listed in the output, which records the state only after each step. These after-step values are not converged in τ: modes varying along z relax in about 0.13τ_r, and the continuous-time evolution reaches 3.2 V and 10 MV/cm at 0.1τ_r, with a tunnelling exponent of 39 in place of the 34 given next. A two-band tunnelling estimate with the free-electron mass gives an exponent of 23 at the start, 34 after the first step and about 400 at the applied field, so direct tunnelling is strongly suppressed in this estimate. A swing above the gap nevertheless makes charge transfer between distant regions energetically possible, and carriers from defects could screen the transient. The model, which has no free charge, is therefore least reliable for the first moments of the quench. A carrier that crosses the cell once along z gains 2.9 eV from the applied field, less than the gap. In a thicker crystal the path can be longer, so this comparison excludes neither avalanche breakdown nor breakdown through defects. The numerical output lists the remaining values.

Numbers as computed

```
Ps = 55.0 uC/cm2; susceptibility = 40
eps_x = 45, eps_z background = 5
a = 1.4118e+09 V m/C; tau_r = 1.0 ps
wall half-width = 0.60 nm; g/a = 0.180 nm2
grid 96x96, spacing 0.30 nm, side 28.8 nm
well depth = 0.666 eV/nm3
uniform coercive field = 2.99 MV/cm
applied field = 1.00 MV/cm; E/(a Ps) = 0.1288
Poisson energy error, n=24, 48: 1.51e-02, 3.78e-03
energy change at kappa/a=5, 0.5: -0.06660, 0.20877 a Ps2
Step limits tau/tau_r for S=0:
 single domain, small disturbance: 2.0000
 stripes 4.8 nm wide: 2.1869
 single domain in applied field: 1.6915
 uniform, start inside wells: 1.8715
 uniform, no overshoot band: 1.6569
 amplitude limit there: 1.8478 Ps
equilibrium P in field = 1.0591 Ps
wall speed exact, run: 58.97, 58.74 m/s
Wall speed/exact at E/(a Ps)=0.02:
 tau/tau_r=1.6 S/a=0.0: run 0.7577, formula 0.7576
 tau/tau_r=10.0 S/a=1.2: run 0.1111, formula 0.1111
Quench of 60 ps, start rms 0.1 Ps; columns:
 tau/tau_r S/a kappa/a rises/steps max rise(a Ps2) rms diff(Ps)
 0.500  0.0 4.000 0/120 0.00e+00 0.009
 1.500  0.0 1.333 0/40 0.00e+00 0.027
 1.875  0.0 1.067 0/32 0.00e+00 0.033
 2.400  0.0 0.833 9/25 1.44e-02 0.194
 3.000  0.0 0.667 8/20 3.61e-02 0.237
 6.000  1.0 1.333 0/10 0.00e+00 0.110
 1.200 -1.0 0.667 20/50 3.61e-02 0.145
reference: 600 steps, 0 rises
guarded: 37 accepted, 33 rejected, rms diff 0.050 Ps
wall crossings per line x, z: 4.00, 0.00
same without depolarization: 1.85, 2.33
up fraction before, after 100 ps field: 0.646, 1.000
mean P before, after: 15.66, 58.25 uC/cm2
rises in 55 steps of 1.818 tau_r, field on, off: 21, 0
Neglected effects, rough inputs:
 soft mode 6 THz: omega*tau_r = 37.7
 thermal rms P in a wall-width cube at 300 K: 0.150 Ps
 strain 0.5 %, 250 GPa: energy/well = 0.029
 heating on full switching = 36.7 K; change of a = 6.2 %
 full wall width/lattice spacing = 2.4
 potential swing peak, final: 3.74, 0.00 V; gap 4.6 eV
 peak local depolarizing field = 11.52 MV/cm
 tunnelling exponent, applied, peak local field: 397, 34
 applied voltage across the cell = 2.88 V
```
